# Thermal enhancement of field emission through a gate insulator: a numerical check

```python
"""
Thermal factor of field emission with a linearized tunnelling exponent.

Result under test:  J(T) = J(0) * x / sin(x),  x = pi * c * kT,  0 < c*kT < 1
  D(W) = exp(-G(W))   tunnelling probability, W = energy of motion along the
                      barrier normal, measured from the Fermi energy
  G(W) = b - c*W      tangent of the exponent at the Fermi energy
Triangular barrier of height phi, insulator mass m_ins, force F:
  b = 4 sqrt(2 m_ins) phi^1.5 / (3F),  c = 2 sqrt(2 m_ins phi) / F
  J(0) = F^2 exp(-b) / (16 pi^2 phi)
All internal quantities are in Hartree atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import airy, expit

pc = const.physical_constants
EV = const.e / pc["Hartree energy"][0]
BOHR = pc["Bohr radius"][0]
NM = 1e-9 / BOHR
MVCM = 1e8 / pc["atomic unit of electric field"][0]
KELVIN = const.k / pc["Hartree energy"][0]
ACM2 = pc["atomic unit of current"][0] / BOHR**2 * 1e-4

# Rough typical inputs for a Mo / SiO2 / Mo capacitor
phi, m_ins, F = 3.7 * EV, 0.4, 8.0 * MVCM
T, thickness = 300.0, 20.0 * NM
fermi_depth, m_metal = 5.0 * EV, 1.0
gap, eps_optical, eps_static = 9.0 * EV, 2.1, 3.9
breakdown = 10.0 * MVCM
kT = KELVIN * T


def exponent(height, field):
    return 4 * np.sqrt(2 * m_ins) * height**1.5 / (3 * field)


def slope(height, field):
    return 2 * np.sqrt(2 * m_ins * height) / field


def cold_current(height, field):
    return (field**2 / (16 * np.pi**2 * height)
            * np.exp(-exponent(height, field)))


def factor(c_value, thermal_energy):
    x_value = np.pi * c_value * thermal_energy
    return x_value / np.sin(x_value)


b, c = exponent(phi, F), slope(phi, F)
a = c * kT
x = np.pi * a
R = factor(c, kT)
J0 = cold_current(phi, F)

# --- Fermi integral, its low-temperature form, and its divergence ---


def fermi_integral(p, power=0):
    def g(u):
        return u**power * np.exp(p * u) * expit(-u)
    return (quad(g, -300, 0, limit=400)[0]
            + quad(g, 0, 300, limit=400)[0])


for p in (0.15, 0.4, 0.6, 0.85):
    assert abs(fermi_integral(p) * np.sin(np.pi * p) / np.pi - 1) < 1e-6
p = 0.05
low_t = (p * fermi_integral(p) - 1) / ((np.pi * p)**2 / 6)
assert abs(low_t - 1) < 0.01          # next term of the series is 0.3 %


def cut_integral(upper):
    return quad(lambda u: np.exp(1.1 * u) * expit(-u), -100, upper,
                limit=400)[0]


assert cut_integral(40) > 5 * cut_integral(20)

# --- Energy moments of the emitted electrons ---
mean_E = -np.pi * kT / np.tan(x)
rms_E = np.pi * kT / np.sin(x)
norm = fermi_integral(a)
mean_num = kT * fermi_integral(a, 1) / norm
var_num = kT**2 * fermi_integral(a, 2) / norm - mean_num**2
assert abs(mean_num - mean_E) < 1e-5 * kT
assert abs(np.sqrt(var_num) / rms_E - 1) < 1e-5

# --- Apparent activation energy, from numerically integrated currents ---
activation = kT * (1 - x / np.tan(x))
step = 1e-3
log_hot = np.log((1 + step) * fermi_integral(a * (1 + step)))
log_cool = np.log((1 - step) * fermi_integral(a * (1 - step)))
beta_change = 1 / (kT * (1 + step)) - 1 / (kT * (1 - step))
assert abs(-(log_hot - log_cool) / beta_change / activation - 1) < 1e-3

# --- Current from a sum over emitter momentum, for two emitter masses ---


def momentum_sum(m_emitter):
    nodes_x, weights_x = np.polynomial.legendre.leggauss(700)
    nodes_t, weights_t = np.polynomial.legendre.leggauss(100)
    kx_max = np.sqrt(2 * m_emitter * (fermi_depth + 1.5 * EV))
    kt_max = np.sqrt(2 * m_ins * 2.5 * EV)
    kx = (kx_max * (nodes_x + 1) / 2)[:, None]
    kt = (kt_max * (nodes_t + 1) / 2)[None, :]
    energy = (kx**2 + kt**2) / (2 * m_emitter) - fermi_depth
    normal = energy - kt**2 / (2 * m_ins)
    flux = 2 / (2 * np.pi)**3 * 2 * np.pi * kt * kx / m_emitter
    values = flux * expit(-energy / kT) * np.exp(-b + c * normal)
    return weights_x @ values @ weights_t * kx_max * kt_max / 4


for mass in (1.0, 1.5):
    assert abs(momentum_sum(mass) / (J0 * R) - 1) < 1e-5

# --- Exponent and slope of the triangular barrier ---


def exponent_by_path(height):
    end = height / F
    # position = end*(1-s^2) removes the square-root end point
    return quad(lambda s: 2 * np.sqrt(2 * m_ins * height) * s
                * 2 * end * s, 0, 1)[0]


def path_direct(height):
    return quad(lambda z: 2 * np.sqrt(2 * m_ins * max(height - F * z, 0)),
                0, height / F, limit=200)[0]


assert abs(path_direct(phi) / b - 1) < 1e-6
assert abs(exponent_by_path(phi) / path_direct(phi) - 1) < 1e-6
h = 0.01 * EV
assert abs((path_direct(phi + h) - path_direct(phi - h)) / (2 * h * c)
           - 1) < 1e-4


def log_airy(W, field=F):
    """Exact transmission of a step followed by a linear potential."""
    alpha = (2 * m_ins * field)**(1 / 3)
    ai, aip, bi, bip = airy(alpha * (phi - W) / field)
    psi = bi + 1j * ai
    dpsi = -alpha * (bip + 1j * aip)
    k = np.sqrt(2 * m_metal * (fermi_depth + W))
    incident = (psi + m_metal / (m_ins * 1j * k) * dpsi) / 2
    return np.log(alpha / (np.pi * m_ins)
                  / (k / m_metal * np.abs(incident)**2))


airy_slope = (log_airy(h) - log_airy(-h)) / (2 * h)
assert abs(airy_slope / c - 1) < 0.02    # prefactor varies slowly
F_low = 5 * MVCM
assert abs(log_airy(0.0) - log_airy(0.0, F_low)
           + b - exponent(phi, F_low)) < 0.05

# --- Thermal ratio with the full, curved exponent ---


def thermal_ratio(log_D, thermal_energy):
    W = np.linspace(-4, 5, 9001) * EV
    W_cold = np.linspace(-4, 0, 8001) * EV
    ref = log_D(np.array([0.0]))[0]
    supply = thermal_energy * np.logaddexp(0, -W / thermal_energy)
    hot = simpson(np.exp(log_D(W) - ref) * supply, x=W)
    cold = simpson(np.exp(log_D(W_cold) - ref) * (-W_cold), x=W_cold)
    return hot / cold


def log_triangle(W, height=phi):
    """Triangular barrier with the same slope c for every height."""
    return -2 / 3 * c * height * np.maximum(1 - W / height, 0)**1.5


R_full = thermal_ratio(log_triangle, kT)
assert abs(R_full / R - 1) < 0.02
W2 = (mean_E - 1 / c)**2 + rms_E**2 + 1 / c**2


def curvature_shift(height):
    return c / (4 * height) * (6 / c**2 - W2)


tall = 20 * phi                        # weak curvature, same c
tall_shift = thermal_ratio(lambda W: log_triangle(W, tall), kT) / R - 1
assert abs(tall_shift / curvature_shift(tall) - 1) < 0.05

R_airy = thermal_ratio(log_airy, kT)

# --- Image force in the insulator ---


def log_image(W, eps=eps_optical):
    W = np.atleast_1d(W)
    p_height = phi - W
    inside = np.maximum(p_height, 0)**2 - F / eps
    half = np.sqrt(np.maximum(inside, 0)) / (2 * F)
    middle = p_height / (2 * F)
    nodes, weights = np.polynomial.legendre.leggauss(200)
    theta = np.pi * (nodes + 1) / 2
    z = middle[:, None] - half[:, None] * np.cos(theta)
    z = np.where(inside[:, None] > 0, z, 1.0)
    integral = (np.sin(theta)**2 / np.sqrt(z)) @ weights * np.pi / 2
    return -2 * np.sqrt(2 * m_ins * F) * half**2 * integral


assert abs(log_image(0.0, 1e7)[0] / -b - 1) < 1e-3
# direct path integral of the image-lowered barrier
root = np.sqrt(phi**2 - F / eps_optical)
z1, z2 = (phi - root) / (2 * F), (phi + root) / (2 * F)
direct = quad(lambda z: 2 * np.sqrt(2 * m_ins * max(
    phi - F * z - 1 / (4 * eps_optical * z), 0)), z1, z2, limit=300)[0]
assert abs(log_image(0.0)[0] / -direct - 1) < 1e-5
lowering = np.sqrt(F / eps_optical)
z_grid = np.linspace(z1, z2, 200001)
top_num = np.max(phi - F * z_grid - 1 / (4 * eps_optical * z_grid))
assert abs(top_num - (phi - lowering)) < 1e-6 * phi
c_image = (log_image(h)[0] - log_image(-h)[0]) / (2 * h)
gain_image = np.exp(log_image(0.0)[0] + b)
R_image = thermal_ratio(log_image, kT)

# Emission over the image-lowered top, relative to tunnelling
top = phi - lowering
W_over = np.linspace(top, top + 1.5 * EV, 6001)
over = simpson(kT * np.logaddexp(0, -W_over / kT), x=W_over)
W_under = np.linspace(-4 * EV, top, 8001)
under = simpson(np.exp(log_image(W_under)) * kT
                * np.logaddexp(0, -W_under / kT), x=W_under)
log_over = np.log10(over / under)

# --- Two-band dispersion in the insulator gap ---


def kappa_gap(u):
    return np.sqrt(2 * m_ins * u * (1 - u / gap))


def exponent_gap(height):
    return quad(lambda u: 2 * kappa_gap(u) / F, 0, height)[0]


c_gap = 2 * kappa_gap(phi) / F
assert abs((exponent_gap(phi + h) - exponent_gap(phi - h))
           / (2 * h * c_gap) - 1) < 1e-4
R_gap = factor(c_gap, kT)

# --- Barrier drop and trapped charge equivalent to the thermal gain ---
drop = brentq(lambda d: np.log(cold_current(phi - d, F) / (R * J0)),
              0, 0.5 * EV)
dF = brentq(lambda d: np.log(R * cold_current(phi, F - d) / J0),
            0, 0.3 * F)


def cathode_field_loss(position, n=200):
    """Poisson equation, unit thickness and voltage, sheet charge/eps = 1."""
    matrix = (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
              + np.diag(np.ones(n - 2), -1))
    rhs = np.zeros(n - 1)
    rhs[int(round(position * n)) - 1] = 1 / n
    rhs[-1] -= 1.0
    return 1.0 - n * np.linalg.solve(matrix, rhs)[0]


for place in (0.3, 0.5):
    assert abs(cathode_field_loss(place) - (1 - place)) < 1e-8
dF_SI = dF / MVCM * 1e8
trapped = eps_static * const.epsilon_0 * dF_SI / 0.5 / const.e * 1e-4

# --- Share of the cold linearized current from deep states ---
deep = (quad(lambda E: np.exp(c * E), -4 * EV, -0.1 * EV)[0]
        / quad(lambda E: np.exp(c * E), -4 * EV, 0)[0])

print("INPUTS (rough typical values)")
print(f"barrier height               {phi/EV:.2f} eV")
print(f"insulator tunnelling mass    {m_ins:.2f} electron masses")
print(f"insulator field              {F/MVCM:.2f} MV/cm")
print(f"insulator thickness          {thickness/NM:.1f} nm")
print(f"temperature                  {T:.0f} K")
print(f"emitter band depth, mass     {fermi_depth/EV:.1f} eV, {m_metal:.1f}")
print(f"insulator gap                {gap/EV:.1f} eV")
print(f"permittivity optical, static {eps_optical:.1f}, {eps_static:.1f}")
print(f"rough breakdown field        {breakdown/MVCM:.1f} MV/cm")
print("LINEARIZED RESULT")
print(f"voltage across insulator     {F*thickness/EV:.2f} V")
print(f"tunnelling distance          {phi/F/NM:.3f} nm")
print(f"kT                           {kT/EV:.5f} eV")
print(f"exponent b                   {b:.3f}")
print(f"slope c                      {c*EV:.3f} per eV")
print(f"1/c                          {1/c/EV:.4f} eV")
print(f"c*kT                         {a:.4f}")
print(f"x                            {x:.4f}")
print(f"sin x                        {np.sin(x):.4f}")
print(f"thermal factor x/sin x       {R:.4f}")
print(f"low-T form 1+x^2/6           {1+x*x/6:.4f}")
print(f"J(0)                         {J0*ACM2:.3e} A/cm2")
print(f"J(T)                         {J0*R*ACM2:.3e} A/cm2")
print(f"mean emitted energy          {mean_E/EV:.4f} eV")
print(f"rms energy spread            {rms_E/EV:.4f} eV")
print(f"apparent activation energy   {activation/EV:.4f} eV")
print(f"divergence temperature       {1/(c*KELVIN):.1f} K")
print("FULL TRIANGULAR EXPONENT")
for temp in (300, 350, 400, 500, 600, 700):
    e_th = KELVIN * temp
    print(f"{temp} K: x/sin x {factor(c, e_th):.4f},"
          f" full {thermal_ratio(log_triangle, e_th):.4f}")
print(f"800 K: c*kT {c*KELVIN*800:.4f},"
      f" full {thermal_ratio(log_triangle, KELVIN*800):.4f}")
print(f"curvature shift at 300 K     {100*(R_full/R-1):.3f} %")
print(f"first-order estimate         {100*curvature_shift(phi):.3f} %")
print("NEGLECTED EFFECTS AT 300 K")
print(f"image lowering of top        {lowering/EV:.3f} eV")
print(f"image gain in exp(-G)        {gain_image:.2f} times")
print(f"slope with image force       {c_image*EV:.3f} per eV")
print(f"full factor with image       {R_image:.4f}")
print(f"two-band slope               {c_gap*EV:.3f} per eV")
print(f"two-band exponent            {exponent_gap(phi):.3f}")
print(f"two-band x/sin x             {R_gap:.4f}")
print(f"factor, exact transmission   {R_airy:.4f}")
print(f"log10 over-barrier/tunnel    {log_over:.1f}")
print(f"barrier drop equal to gain   {1000*drop/EV:.2f} meV")
print(f"field loss cancelling gain   {dF/MVCM:.4f} MV/cm")
print(f"mid-film trapped electrons   {trapped:.2e} per cm2")
print(f"field/breakdown field        {F/breakdown:.2f}")
print(f"cold share below -0.1 eV     {deep:.4f}")
print("success")
```

Running it gives:

```
INPUTS (rough typical values)
barrier height               3.70 eV
insulator tunnelling mass    0.40 electron masses
insulator field              8.00 MV/cm
insulator thickness          20.0 nm
temperature                  300 K
emitter band depth, mass     5.0 eV, 1.0
insulator gap                9.0 eV
permittivity optical, static 2.1, 3.9
rough breakdown field        10.0 MV/cm
LINEARIZED RESULT
voltage across insulator     16.00 V
tunnelling distance          4.625 nm
kT                           0.02585 eV
exponent b                   38.434
slope c                      15.582 per eV
1/c                          0.0642 eV
c*kT                         0.4028
x                            1.2655
sin x                        0.9538
thermal factor x/sin x       1.3268
low-T form 1+x^2/6           1.2669
J(0)                         5.421e-10 A/cm2
J(T)                         7.193e-10 A/cm2
mean emitted energy          -0.0256 eV
rms energy spread            0.0852 eV
apparent activation energy   0.0155 eV
divergence temperature       744.8 K
FULL TRIANGULAR EXPONENT
300 K: x/sin x 1.3268, full 1.3340
350 K: x/sin x 1.4830, full 1.4923
400 K: x/sin x 1.6988, full 1.7091
500 K: x/sin x 2.4566, full 2.4466
600 K: x/sin x 4.4140, full 4.1222
700 K: x/sin x 15.7315, full 9.0130
800 K: c*kT 1.0742, full 29.2492
curvature shift at 300 K     0.537 %
first-order estimate         0.556 %
NEGLECTED EFFECTS AT 300 K
image lowering of top        0.741 eV
image gain in exp(-G)        11.29 times
slope with image force       15.755 per eV
full factor with image       1.3428
two-band slope               11.957 per eV
two-band exponent            33.275
two-band x/sin x             1.1764
factor, exact transmission   1.3377
log10 over-barrier/tunnel    -35.0
barrier drop equal to gain   17.86 meV
field loss cancelling gain   0.0556 MV/cm
mid-film trapped electrons   2.40e+11 per cm2
field/breakdown field        0.80
cold share below -0.1 eV     0.2105
success
```
